Ohmic currents give the least Joule heat

**Two branches of a copper line**

A line carrying a current I forks into two branches, which rejoin further on. Their resistances are R₁ and R₂ and their currents I₁ and I₂. Charge conservation requires I₁ + I₂ = I, but leaves the split open. Ohm's law with one voltage between the two junctions fixes it:

R₁I₁* = R₂I₂*, so I₁* = I R₂/(R₁ + R₂) and I₂* = I R₁/(R₁ + R₂). (1)

The star marks this Ohmic split. Any other split with the same total has I₁ = I₁* + x and I₂ = I₂* − x. Its heating is

P = R₁(I₁* + x)² + R₂(I₂* − x)²
 = R₁I₁*² + R₂I₂*² + 2x(R₁I₁* − R₂I₂*) + (R₁ + R₂)x².

The bracket multiplying 2x vanishes by (1), and therefore

P = P* + (R₁ + R₂)x². (2)

The Ohmic split has the least heat. The deviation x is a current circulating round the loop, and the excess is the heat that this circulating current would produce alone.

For numbers, take copper of resistivity ρ = 3.0 μΩ cm in a line of width w = 100 nm and thickness t = 200 nm. The branches are 2 μm and 6 μm long. The resistance per length is ρ/(wt) = 1.5 Ω/μm, so R₁ = 3 Ω and R₂ = 9 Ω. A total current of 0.4 mA splits into 0.3 mA and 0.1 mA. Since 1 mA² Ω = 1 μW,

P* = 3 × 0.3² + 9 × 0.1² = 0.27 + 0.09 = 0.36 μW.

An equal split has x = −0.1 mA and an excess of 12 × 0.1² = 0.12 μW, one third of P*. Sending all the current through the short branch means x = +0.1 mA and costs the same excess, because (2) is even in x. "All through the smaller resistance" is thus not the state of least heat.

The equal split would also need a source inside the loop. Going along the short branch and back along the long one, the sum of resistive voltages is

R₁I₁ − R₂I₂ = 3 × 0.2 − 9 × 0.2 = −1.2 mV.

If the long branch is three sides of a square of side 2 μm, closed by the short branch, a uniform magnetic field through its area of 4 μm² would have to change at 1.2×10⁻³ V/(4×10⁻¹² m²) = 3×10⁸ T/s to supply this voltage.

**The general statement**

Let a conductor fill a bounded, connected region, possibly with holes. Its resistivity ρ(r) is positive and fixed: it may vary from place to place, but does not depend on the current. A steady current density J is called admissible if

div J = 0 inside, and J·n = j on the boundary, (3)

where n is the outward normal and j is prescribed at every boundary point, with zero total outflow. On insulated surfaces j = 0. The Joule heating is

P[J] = ∫ρ|J|² dV. (4)

Suppose that an admissible current J₀ obeys ρJ₀ = −∇φ with a single-valued potential φ. Then every admissible J satisfies

P[J] = P[J₀] + ∫ρ|J − J₀|² dV. (5)

The fields are taken as smooth within each metal, with edges slightly rounded. Where two metals meet, φ and the normal component of the current are continuous.

**First derivation: from the potential**

Write J = J₀ + δ. Both currents satisfy (3), so subtraction gives

div δ = 0 inside, and δ·n = 0 on the boundary. (6)

The difference is a current that enters and leaves nowhere, like x in the fork. Expanding the square in (4) gives

P[J] = P[J₀] + 2∫ρJ₀·δ dV + ∫ρ|δ|² dV. (7)

In the middle term, replace ρJ₀ by −∇φ. The product rule div(φδ) = ∇φ·δ + φ div δ then gives

∫ρJ₀·δ dV = −∫∇φ·δ dV
 = −∫div(φδ) dV + ∫φ div δ dV
 = −∮φ δ·n dS + ∫φ div δ dV. (8)

The last line uses the divergence theorem, which needs φ to have one value at each point. Both terms vanish by (6). If several metals are present, the theorem is applied in each. The two contributions from an interface cancel, since the normals are opposite while φ and the normal component of δ are continuous.

With the middle term gone, (7) becomes (5). Since ρ > 0, the excess is positive unless δ = 0 everywhere, so J₀ is the only minimiser.

The same integration shows where the heat comes from:

P[J₀] = ∫ρJ₀·J₀ dV = −∫∇φ·J₀ dV = −∮φ J₀·n dS. (9)

At an inlet J₀·n is negative, so a high potential there contributes positively. For one inlet at potential V and one outlet at zero, (9) reads P = VI.

**When only the total contact current is known**

Condition (3) fixes the current density across each contact. In practice one often knows only the total current Iₖ through contact k. The result still holds if each contact is an equipotential of J₀, with value φₖ. The surface term in (8) becomes

−∮φ δ·n dS = −Σₖ φₖ ∫ₖ δ·n dS = 0, (10)

because δ now carries no total current through any contact.

A curved line shows the difference. Let it have inner radius a, outer radius b, thickness t and opening angle Θ, with its two end faces as equipotentials at voltage difference V. The potential falls linearly with angle, so the field at radius r is V/(Θr) and the current density is V/(ρΘr). Integration over the cross-section gives

I = t∫V/(ρΘr) dr = tV ln(b/a)/(ρΘ),

P = VI = (ρΘI²/t) × 1/ln(b/a).

A uniform density I/[t(b − a)] is also divergence-free and carries the same total. Its heat is

P = ρtΘ∫{I/[t(b − a)]}² r dr
 = (ρΘI²/t)(b² − a²)/[2(b − a)²]
 = (ρΘI²/t)(a + b)/[2(b − a)].

For b = 2a the numerical factors are 1.443 and 1.500. The uniform profile dissipates 4.0 % more than the Ohmic one, which crowds towards the shorter inner path. Any admissible guess bounds the resistance from above in this way, since I²R is the least heat.

**Second derivation: from loops, without a potential**

Consider now a flat metal sheet of constant thickness t, with currents in its plane that do not vary through the thickness. Let E = ρJ₀ be the resistive field. Instead of a potential, assume two properties of E:

∂Ey/∂x − ∂Ex/∂y = 0 in the metal, (11)

Cₖ = ∮E·dl = 0 anticlockwise round each hole k. (12)

The difference δ again obeys (6). In a plane, a divergence-free current can be written with a stream function η:

δx = ∂η/∂y, δy = −∂η/∂x. (13)

The divergence is then ∂²η/∂x∂y − ∂²η/∂y∂x = 0. The difference of η between two points is the current of δ, per unit thickness, crossing a line between them. It does not depend on the line: δ has no divergence, and nothing leaves through the edge of a hole, so no net current crosses a closed curve. Hence η is single-valued. No current of δ crosses an edge, so η is constant on each edge. Choose η = 0 on the outer edge and call its value on hole k ηₖ. Then tηₖ is the circulating current that passes between hole k and the outer edge.

Insert (13) into the middle term of (7), written per unit thickness, and use the product rule:

E·δ = Ex ∂η/∂y − Ey ∂η/∂x
 = ∂(ηEx)/∂y − ∂(ηEy)/∂x + η(∂Ey/∂x − ∂Ex/∂y). (14)

Green's theorem states that the area integral of ∂Q/∂x − ∂M/∂y equals the line integral of M dx + Q dy along the edges, with the metal on the left. With M = ηEx and Q = ηEy, the first two terms of (14) integrate to minus the edge integral of ηE·dl. The outer edge contributes nothing, because η = 0 there. Keeping the metal on the left means going clockwise round a hole, which contributes −ηₖCₖ to the edge integral. The minus sign in front makes this positive:

∫E·δ dA = ∫η(∂Ey/∂x − ∂Ex/∂y) dA + Σₖ ηₖCₖ. (15)

Both parts vanish by (11) and (12), and (7) again becomes (5) for currents in the sheet. Where two metals meet, the line terms cancel because η and the tangential field are continuous.

Equation (15) also works backwards. Suppose that J₀ is a smooth minimiser, with no Ohmic potential assumed. Adding εδ changes the heat by 2εt∫E·δ dA plus a term in ε². If the integral were nonzero, a small ε of the right sign would lower the heat, so it must vanish for every allowed η. Choosing η as a small bump at any point forces (11). Choosing η = 1 on one hole and 0 on the other edges then forces (12) for that hole. These two conditions make ∫E·dl independent of the path, so that φ(r) = −∫E·dl from a fixed point is single-valued. In the fork there is one hole, and its C is R₁I₁ − R₂I₂, the bracket that vanished before (2).

**A current that is Ohmic at each point but not minimal**

Condition (12) does not follow from (11). Take a ring 1 < r < 2 of unit thickness in dimensionless units, with conductivity σ = 1/ρ = r^(3/2), an insulated inner edge, and current fed through the outer edge. Try φ = f(r) cos θ with f = rˢ. Then

div(σ∇φ) = [s(s + 3/2) − 1] r^(s−1/2) cos θ,

which vanishes for s = 1/2 and s = −2. The combination f = r^(1/2) + r⁻²/4 has f′(1) = 1/2 − 1/2 = 0, so no current crosses the inner edge. The radial current density is −σf′cos θ, and (9) at r = 2 gives

P[J₀] = 2π × 2^(3/2) × f(2)f′(2) = 7.638,

where the angular integral of cos²θ is π and the edge length element is 2 dθ.

Now add a whirl κσ/r in the direction of increasing θ. It has no divergence and crosses no edge, so the boundary currents are unchanged. Its resistive field κ/r is the gradient of κθ and satisfies (11) at every point of the ring. But θ grows by 2π in one turn, so C = 2πκ. Since φ in J₀ is single-valued, (5) gives the excess

κ²∫σ/r² dA = 2πκ²∫r^(1/2) dr = (4π/3)κ²(2^(3/2) − 1).

For κ = 0.3 this is 0.689, which is 9 % of P[J₀]. The current with the whirl obeys E = ρJ with a curl-free field at each point, and still is not the one of least heat.

**What each derivation assumes**

Both need a fixed resistivity, prescribed boundary currents and a heat quadratic in J. They differ in what they ask of the field and of the geometry.

The first starts from a given single-valued potential. It holds in three dimensions with any number of holes, and gives (9) and (10) with little more work. By itself it does not say why a minimiser should have a potential.

The second asks only for vanishing circulation. It separates the local condition from the condition at each hole, and it shows that a smooth minimiser must have a potential. The price is the flat sheet, since a general three-dimensional current cannot be written with a single function η.

In three dimensions the backward argument can be made with a thin closed tube carrying a small current ε. To first order it changes the heat by 2ε∮ρJ·dl, while its own heat is of order ε² for a fixed tube. A minimiser therefore needs zero circulation of ρJ round every closed path in the metal, which again gives a single-valued potential.

Neither derivation survives a general magnetic field unchanged. With a Hall term the electric field is ρJ + H B×J, where H is the Hall coefficient, negative for electrons. The second term does no work, so the heat is still (4). Now it is ρJ + H B×J that is a gradient, and ρJ alone need not be one.

**When the resistivity follows the heating**

In a real line the resistivity rises with temperature. Let each branch of the fork be warmed by its own heat alone, lost straight down through a dielectric of thickness d = 500 nm and thermal conductivity k = 0.3 W/(m K). Heat p per unit length then gives a warming p d/(kw) = p × 16.7 K m/W. The heats per length are 1.5 × 0.3² = 0.135 W/m and 1.5 × 0.1² = 0.015 W/m, so the branches warm by 2.25 K and 0.25 K.

Let r₀ be the resistance per length before warming and α = 0.0023 K⁻¹ its relative rise per kelvin. The warmed value is r = r₀[1 + αrI²d/(kw)], which solves to

r = r₀/(1 − cI²), c = αr₀d/(kw).

The Ohmic split equates L r I in the two branches, L being the branch length. The least heat equates the derivatives of L r I² with respect to I, which are 2L r₀I/(1 − cI²)². To first order in the warming, the first condition contains the factor 1 + cI² and the second 1 + 2cI². The two conditions no longer agree, and the shift away from (1) is twice as large for the least heat as for Ohm's law. Numerical solution of both conditions gives short-branch currents that are lower than 0.3 mA by 0.35 μA and 0.69 μA. The Ohmic heat exceeds the least heat by 1.4 pW, a few parts per million of P*. The theorem fails in this model, though by little.

**The real line**

The width, resistivity and temperature of use, 378 K, are rough typical values for a copper interconnect. The current density is 0.4 mA/(100 nm × 200 nm) = 2 MA/cm², a heavy load for continuous operation.

The branch formula treats corners and junctions as straight line. To size this, the fork was divided into square cells, 16 across the width, with leads in line with the short branch, reaching 0.55 μm from the junction centres. Neighbouring cells were joined by resistors of ρ/t = 0.15 Ω, the current entered and left uniformly over the end faces, and Kirchhoff's equations were solved numerically. The short branch then carries 0.2985 mA, 0.5 % less than in the formula. The total resistance with leads is 3.85 Ω, against 1.5 × 1.1 + 2.25 = 3.90 Ω.

For the equal split, the total current in the short branch was held at 0.2 mA and the rest arranged for least heat. The excess is 0.114 μW instead of 0.120 μW. Two changes make up these 5 %: the effective loop resistance falls from 12.0 to 11.7 Ω, and the equal split lies 0.0985 mA from the Ohmic one instead of 0.1 mA. The sign of these corrections depends on how the leads join. With leads at right angles to the short branch, that branch carries 0.302 mA, the total resistance is 3.80 Ω and the excess is 0.121 μW.

Other neglected effects, for the same line:

- Warming. The lead carries the full current and produces 1.5 × 0.4² = 0.24 W/m, hence 4 K without sideways spreading, or 0.9 % in resistivity. For an isolated line this overestimates the effect by a factor of about five (dielectric only below the line) to twelve (line buried in dielectric), because the line is five times narrower than the dielectric is thick and much of the heat leaves sideways. Among equally loaded parallel lines at 200 nm pitch the factor is only about two. Copper also conducts heat along the line. The Wiedemann–Franz law gives it a thermal conductivity κ_Cu of about 310 W/(m K), and balancing flow along the line against loss straight down through the dielectric gives a spreading length √(κ_Cu t d/k) of about 10 μm. Sideways loss shortens it to 3–5 μm for an isolated line, and to about 7 μm at 200 nm pitch. This is still comparable to the branch lengths, so the separate branch temperatures used above illustrate the principle rather than describe this line.
- Temperature of use. At 300 K, with the current held fixed and the same α, the heat is 0.36 × (1 − 0.0023 × 78) = 0.295 μW. The split is unchanged, since both resistances fall by the same factor.
- Induction. The scale μ₀ × 8 μm = 10 pH, divided by 12 Ω, gives a time of 0.84 ps. At 1 GHz the inductive voltage is therefore below 1 % of the resistive one. The skin depth is 2.8 μm, far above the line's width and thickness.
- Local Ohm's law. A free-electron estimate with about 8.5×10²⁸ electrons per m³ and the line's resistivity gives a mean free path of 22 nm, or 0.22 of the width. Since that resistivity includes scattering at surfaces and grain boundaries, the path in bulk copper is longer. The relation E = ρJ at a point is then only approximate near the surfaces of the line, and also near corners, where the current turns within a distance comparable to the width. The cell calculation does not include this.
